\section*{Exchange and the quantum capacitance of a two-dimensional electron gas, part 1}

(Sections cited here and not found follow in the second part.)

\section*{First half: the ideal gas}

Electrons of mass $m$ move strictly in a plane, in one isotropic parabolic valley, at zero temperature. The two spin states are equally filled. Two electrons at distance $r$ repel with energy $e^2/(4\pi\varepsilon_0\kappa r)$, where $\kappa$ is a constant permittivity of the surroundings. A rigid uniform background in the same plane makes the layer neutral. The treatment is Hartree--Fock: one Slater determinant, without correlation.

Lengths are measured in $a^*$ and energies in $\mathrm{Ha}^*$,
\begin{equation}
a^*=\frac{4\pi\varepsilon_0\kappa\hbar^2}{me^2},\qquad
\mathrm{Ha}^*=\frac{e^2}{4\pi\varepsilon_0\kappa a^*}=\frac{\hbar^2}{m a^{*2}} .
\end{equation}
In these units $\hbar=m=1$ and the repulsion is $1/r$. The number of electrons per area is $n$, and the density parameter $r_s$ is the radius of the disc that holds one electron on average, $\pi r_s^2 n=1$. The quantum capacitance per area is defined by
\begin{equation}
\frac{1}{C_q}=\frac{1}{e^2}\frac{d\mu}{dn},
\end{equation}
where $\mu$ is the chemical potential measured from the average electrostatic potential energy in the layer.

\subsection*{(a) Orbitals and kinetic energy}

\textit{Show that plane waves solve the Hartree--Fock equations. Find the Fermi wave number $k_F$ and the kinetic energy per electron.}

\textbf{Solution.} Take a periodic cell of area $A$ and orbitals $\phi_{\mathbf k}=e^{i\mathbf k\cdot\mathbf r}/\sqrt A$, filled for $k<k_F$ in both spins. Their density is uniform, so the average Coulomb (Hartree) potential cancels that of the background. The exchange operator couples an orbital to occupied orbitals of the same spin. Acting on $\phi_{\mathbf k}$, the term from $\phi_{\mathbf p}$ is
\begin{equation}
-\phi_{\mathbf p}(\mathbf r)\int d^2r'\,\frac{\phi^*_{\mathbf p}(\mathbf r')\phi_{\mathbf k}(\mathbf r')}{|\mathbf r-\mathbf r'|}
=-\frac{v(|\mathbf k-\mathbf p|)}{A}\,\phi_{\mathbf k}(\mathbf r).
\end{equation}
To see this, put $\mathbf r'=\mathbf r+\mathbf s$: the phases $e^{i\mathbf p\cdot\mathbf r}e^{i(\mathbf k-\mathbf p)\cdot\mathbf r}$ combine to $e^{i\mathbf k\cdot\mathbf r}$, and the integral over $\mathbf s$ is the Fourier transform of the repulsion,
\begin{equation}
v(q)=\int d^2s\,\frac{e^{i\mathbf q\cdot\mathbf s}}{s}
=2\pi\int_0^\infty J_0(qs)\,ds=\frac{2\pi}{q}.
\end{equation}
Thus $\phi_{\mathbf k}$ is an eigenfunction, and the filled disc reproduces the potential that it was computed from. This makes the state self-consistent; it does not make it the state of lowest energy, a point taken up in part (f).

Each spin has one orbital per area $(2\pi)^2/A$ of wave-vector space, so
\begin{equation}
n=2\,\frac{\pi k_F^2}{(2\pi)^2}=\frac{k_F^2}{2\pi},\qquad
k_F=\sqrt{2\pi n}=\frac{\sqrt2}{r_s}.
\label{eq:kf}
\end{equation}
The last step uses $n=1/(\pi r_s^2)$. The kinetic energy per electron is the average of $k^2/2$ over the disc:
\begin{equation}
e_k=\frac{2}{k_F^2}\int_0^{k_F}k\,\frac{k^2}{2}\,dk=\frac{k_F^2}{4}.
\end{equation}

\subsection*{(b) The exchange energy of an orbital}

\textit{Find the exchange part $\Sigma(k)$ of the orbital energy for $k\le k_F$, and its value at the Fermi edge.}

\textbf{Solution.} For a large cell the sum over occupied $\mathbf p$ becomes an integral,
\begin{equation}
\Sigma(k)=-\int_{p<k_F}\frac{d^2p}{(2\pi)^2}\,\frac{2\pi}{|\mathbf k-\mathbf p|}.
\end{equation}
Put $\mathbf p=\mathbf k+\mathbf s$ and use polar coordinates $(s,\theta)$ about $\mathbf k$. The area element $s\,ds\,d\theta$ cancels the $1/s$ of the interaction, and what remains is the distance $R(\theta)$ from $\mathbf k$ to the rim:
\begin{equation}
\Sigma(k)=-\frac{1}{2\pi}\int_0^{2\pi}R(\theta)\,d\theta .
\end{equation}
On the rim $k_F^2=k^2+2kR\cos\theta+R^2$, whose positive root is
\begin{equation}
R(\theta)=-k\cos\theta+\sqrt{k_F^2-k^2\sin^2\theta}.
\end{equation}
The cosine integrates to zero. The root takes the same values in all four quadrants. With $x=k/k_F$,
\begin{equation}
\Sigma(k)=-\frac{2k_F}{\pi}\,\mathrm E(x),\qquad
\mathrm E(x)=\int_0^{\pi/2}\!\sqrt{1-x^2\sin^2\theta}\;d\theta ,
\label{eq:sigma}
\end{equation}
where $\mathrm E$ is the complete elliptic integral of the second kind. At the centre $\mathrm E(0)=\pi/2$ and $\Sigma=-k_F$. At the edge the integrand is $\cos\theta$, so $\mathrm E(1)=1$ and
\begin{equation}
\Sigma(k_F)=-\frac{2k_F}{\pi}.
\end{equation}
An electron at the edge has fewer occupied neighbours nearby in wave-vector space, and exchange lowers its energy less.

\subsection*{(c) Total exchange energy and chemical potential}

\textit{Find the exchange energy per electron $e_x$ and the chemical potential. Compare $\mu$ with the energy of the highest occupied orbital.}

\textbf{Solution.} Summing $\Sigma$ over electrons counts each pair twice, hence a factor $1/2$:
\begin{equation}
e_x=\frac12\,\frac{2}{k_F^2}\int_0^{k_F}k\,\Sigma(k)\,dk
=-\frac{2k_F}{\pi}\int_0^1x\,\mathrm E(x)\,dx .
\end{equation}
In the last integral, do the $x$ integration first and write $c=\cos\theta$:
\begin{align}
\int_0^1x\sqrt{1-x^2\sin^2\theta}\,dx
&=\frac{1-c^3}{3(1-c^2)}=\frac{1+c+c^2}{3(1+c)}\nonumber\\
&=\frac13\left(c+\frac1{1+c}\right).
\end{align}
Over $0<\theta<\pi/2$ the integral of $c$ is $1$, and that of $1/(1+c)$ is $\tan(\theta/2)$ between its limits, also $1$. The double integral is therefore $2/3$, and
\begin{equation}
e_x=-\frac{4k_F}{3\pi}.
\label{eq:ex}
\end{equation}

A calculation in real space checks this. The one-spin density matrix is $k_FJ_1(k_Fr)/(2\pi r)$. Its square divided by the one-spin density $k_F^2/(4\pi)$ gives the density missing around an electron, the exchange hole $J_1^2(k_Fr)/(\pi r^2)$. Half its Coulomb energy with the electron is
\begin{equation}
e_x=-\frac12\int_0^\infty 2\pi r\,dr\,\frac1r\,\frac{J_1^2(k_Fr)}{\pi r^2}
=-k_F\int_0^\infty\frac{J_1^2(x)}{x^2}\,dx .
\end{equation}
Numerical integration up to $x=200$ gives $0.424409$, against $4/(3\pi)=0.424413$.

A finite periodic cell offers a second check. In a square cell of side $L$ the exchange sum omits $\mathbf p=\mathbf k$, so it uses a periodic potential with zero average. Near an electron this potential is $1/r+\xi/L$ to leading order, with the Madelung constant $\xi=-3.90026$. Since the exchange hole contains one missing electron, the sum per electron differs from its large-cell value by $-\xi/(2L)$, and adding $\xi/(2L)$ repairs it. With 1257 occupied orbitals per spin, the repaired sum is $1.0002$ times Eq.~\eqref{eq:ex}.

The energy per area is $u=n(e_k+e_x)$. With $k_F=\sqrt{2\pi n}$,
\begin{align}
u&=\frac{\pi}{2}n^2-\frac{4\sqrt{2\pi}}{3\pi}\,n^{3/2},\\
\mu&=\frac{du}{dn}=\pi n-\frac{2\sqrt{2\pi}}{\pi}\,n^{1/2}
=\frac{k_F^2}{2}-\frac{2k_F}{\pi}.
\label{eq:mu}
\end{align}
This is the kinetic energy plus $\Sigma$ at the edge, which is the energy of the highest occupied orbital.

\subsection*{(d) The inverse quantum capacitance}

\textit{Find $1/C_q$ as a function of $r_s$, and the value of $r_s$ at which it vanishes. What fixes the number?}

\textbf{Solution.} From Eq.~\eqref{eq:kf}, $k_F^2=2\pi n$ gives $dk_F/dn=\pi/k_F$. Differentiating Eq.~\eqref{eq:mu},
\begin{equation}
\frac{d\mu}{dn}=\left(k_F-\frac2\pi\right)\frac{\pi}{k_F}
=\pi-\frac{2}{k_F}=\pi\left(1-\frac{\sqrt2\,r_s}{\pi}\right).
\label{eq:slope}
\end{equation}
The unit of $d\mu/dn$ is $\mathrm{Ha}^*a^{*2}=\hbar^2/m$, so in ordinary units
\begin{equation}
\frac1{C_q}=\frac{\pi\hbar^2}{me^2}\left(1-\frac{\sqrt2\,r_s}{\pi}\right).
\label{eq:cq}
\end{equation}
It vanishes at
\begin{equation}
r_s=\frac{\pi}{\sqrt2}\approx2.221,\qquad
k_Fa^*=\frac2\pi,\qquad n=\frac{2}{\pi^3a^{*2}} .
\label{eq:zero}
\end{equation}
A second difference of energies obtained by numerical integration over Fermi discs changes sign at $r_s=2.22144$, in agreement.

At high density $r_s\to0$ and Eq.~\eqref{eq:cq} becomes the inverse density of states of free electrons, divided by $e^2$. Adding electrons costs kinetic energy, but it also deepens the exchange energy of those at the edge. The kinetic slope is constant in two dimensions, while the exchange slope grows as $r_s$. Beyond the zero, $\mu$ falls as electrons are added.

The $\sqrt2$ comes from the two spins. For $g$ equally filled species, $k_F=\sqrt{4\pi n/g}$ and $dk_F/dn=2\pi/(gk_F)$, while $\mu$ keeps the form of Eq.~\eqref{eq:mu}. Hence
\begin{equation}
\frac{d\mu}{dn}=\frac{2\pi}{g}\left(1-\frac{2}{\pi k_F}\right).
\label{eq:flavours}
\end{equation}
The zero stays at $k_F=2/\pi$, but there $n=g/\pi^3$ and $r_s=\pi/\sqrt g$.

\subsection*{(e) Why this is not the orbital density of states}

\textit{Find how the slope of $\Sigma(k)$ behaves at the Fermi edge, and reconcile it with the finite $d\mu/dn$.}

\textbf{Solution.} Differentiating $\mathrm E$ under the integral, and writing $-x^2\sin^2\theta=(1-x^2\sin^2\theta)-1$, gives
\begin{equation}
\frac{d\mathrm E}{dx}=\frac{\mathrm E-\mathrm K}{x},\qquad
\mathrm K(x)=\int_0^{\pi/2}\!\frac{d\theta}{\sqrt{1-x^2\sin^2\theta}} .
\end{equation}
Let $x=1-\delta$ and $\varphi=\pi/2-\theta$. For small $\delta$ and $\varphi$ the root in $\mathrm K$ is $\sqrt{2\delta+\varphi^2}$, so $\mathrm K=\tfrac12\ln(1/\delta)$ plus a constant. Therefore
\begin{equation}
\frac{d\Sigma}{dk}=\frac2\pi\,\frac{\mathrm K-\mathrm E}{x}
\simeq\frac1\pi\ln\frac1\delta+\text{constant}.
\end{equation}
The slope grows by $\ln10/\pi=0.733$ per decade of $\delta$; numerical slopes at $\delta=10^{-3}$ and $10^{-4}$ differ by $0.732$. The orbital density of states is inversely proportional to the slope of the orbital energy, so in Hartree--Fock it goes to zero at the edge.

The quantum capacitance follows the edge as the whole sea changes. Write $\Sigma=k_Fs(x)$ with $s=-(2/\pi)\mathrm E$. Moving $k$ at fixed $k_F$ changes $\Sigma$ at the rate $s'$; changing $k_F$ at fixed $k$ does so at the rate $s-xs'$. When both move together their sum is $s+(1-x)s'$. Since $(1-x)\ln(1-x)\to0$, it tends to $s(1)=-2/\pi$. The logarithms cancel, and Eq.~\eqref{eq:slope} stands.

\subsection*{(f) Polarisation and correlation}

\textit{At what $r_s$ does full spin polarisation become favourable in Hartree--Fock? How far does correlation move the zero of part (d)?}

\textbf{Solution.} With one spin filled, $k_F=\sqrt{4\pi n}=2/r_s$. The same averages $k_F^2/4$ and $-4k_F/(3\pi)$ apply, so the two energies per electron are
\begin{equation}
e_{\rm pol}=\frac1{r_s^2}-\frac{8}{3\pi r_s},\qquad
e_{\rm unpol}=\frac1{2r_s^2}-\frac{4\sqrt2}{3\pi r_s}.
\end{equation}
They are equal when $1/(2r_s)=(8-4\sqrt2)/(3\pi)$, that is at
\begin{equation}
r_s=\frac{3\pi}{8(2-\sqrt2)}\approx2.011 .
\end{equation}
Above this value the polarised state is lower. The zero at $2.221$ therefore belongs to a gas held unpolarised, not to the Hartree--Fock ground state. By Eq.~\eqref{eq:flavours} with $g=1$, the slope of the polarised state vanishes at $r_s=\pi$. The zero at $2.221$ has a second meaning. Exchange acts within each spin, so $u=f(n_\uparrow)+f(n_\downarrow)$, and with $n_{\uparrow,\downarrow}=(n\pm M)/2$ the second derivatives of $u$ in $n$ and in $M$ both equal $f''(n/2)/2$ at $M=0$. In Hartree--Fock the unpolarised state therefore becomes unstable against a small polarisation at the same density at which $d\mu/dn$ vanishes.

Adding the Attaccalite--Moroni--Gori-Giorgi--Bachelet correlation energy, with the gas still unpolarised, moves the zero to $r_s=2.03$, about 8\% below the Hartree--Fock value. That functional is a parametrisation, so the shift is an estimate.

\section*{Second half: other interactions and a gated layer}

The symbols carried over are the density $n$, the density parameter $r_s=1/(a^*\sqrt{\pi n})$, the Fermi wave number $k_F=\sqrt{2\pi n}$ and the exchange energy $\Sigma(k)$ of an orbital. In effective units the ideal unpolarised gas has $v(q)=2\pi/q$ and $d\mu/dn=\pi-2/k_F$, which vanishes at $r_s=\pi/\sqrt2$. The inverse quantum capacitance is $1/C_q=(d\mu/dn)/e^2$.

\subsection*{(g) A general interaction}

\textit{Find $d\mu/dn$ for the unpolarised gas when the Fourier transform of the repulsion is some $v(q)$ that does not depend on $n$.}

\textbf{Solution.} Plane waves remain self-consistent, because part (a) used only the dependence of the repulsion on distance. The exchange energy is half a double sum over occupied orbitals. Adding electrons at the edge changes either member of each pair, which cancels the half, so $\mu=k_F^2/2+\Sigma(k_F)$ still holds.

Let $\mathbf k$ lie on the rim and let $\mathbf q$ lead from it to an occupied $\mathbf p=\mathbf k+\mathbf q$. The condition $|\mathbf k+\mathbf q|<k_F$ reads $2\mathbf k\cdot\mathbf q+q^2<0$. The angle between $\mathbf q$ and the inward direction must then have a cosine above $q/(2k_F)$, which leaves an angular range $2\arccos(q/2k_F)$:
\begin{equation}
\Sigma(k_F)=-\frac{1}{4\pi^2}\int_0^{2k_F}q\,v(q)\,2\arccos\frac{q}{2k_F}\,dq .
\end{equation}
Differentiate with respect to $k_F$. The upper limit contributes nothing, since $\arccos1=0$, and
\begin{equation}
\frac{d}{dk_F}\arccos\frac{q}{2k_F}
=\frac{q}{2k_F^2}\,\frac{1}{\sqrt{1-q^2/(4k_F^2)}} .
\end{equation}
Substituting $q=2k_F\sin t$, so that $dq/\sqrt{1-q^2/(4k_F^2)}=2k_F\,dt$,
\begin{align}
\frac{d\Sigma(k_F)}{dk_F}
&=-\frac1{4\pi^2}\int_0^{2k_F}\frac{q^2v(q)}{k_F^2}
\frac{dq}{\sqrt{1-q^2/(4k_F^2)}}\nonumber\\
&=-\frac{2k_F}{\pi^2}\int_0^{\pi/2}\sin^2t\;v(2k_F\sin t)\,dt .
\end{align}
Multiply by $dk_F/dn=\pi/k_F$ and add the kinetic part $k_F\,\pi/k_F=\pi$:
\begin{equation}
\frac{d\mu}{dn}=\pi-\frac2\pi\int_0^{\pi/2}\sin^2t\;v(2k_F\sin t)\,dt .
\label{eq:general}
\end{equation}

For the bare repulsion $v=\pi/(k_F\sin t)$, the integral of $\sin t$ is $1$, and $\pi-2/k_F$ returns. For a contact repulsion $v=v_0$ the integral is $\pi v_0/4$ and exchange contributes $-v_0/2$: half of the other electrons have the same spin.

Two general conclusions follow. If $v$ is weakened at every $q$, then $d\mu/dn$ rises at every density. If $v$ decreases with $q$, the integral decreases with $k_F$, so $d\mu/dn$ rises with density and can vanish at one density at most. A weaker repulsion of that kind therefore moves the zero, if one remains, to lower density.

In Hartree--Fock the inverse quantum capacitance of the ideal unpolarised gas vanishes at $r_s=\pi/\sqrt2$, and Eq.~\eqref{eq:general} gives $d\mu/dn$ for any repulsion $v(q)$ that does not depend on density. It remains to find $v(q)$ for a polarisable layer between two gates, and to see how far the zero moves for holes in monolayer WSe$_2$ and what the model leaves out.
